# Why a gapped spin channel makes exchange short ranged in ferromagnets

## One flipped electron that cannot travel

Take a chain of sites \(n\) with one orbital each, hopping \(-t\) (\(t>0\)), and a magnetic moment on every site pointing along the unit vector \(\mathbf e_n\). An electron on site \(n\) feels the local term \(-(\Delta/2)\,\mathbf e_n\cdot\boldsymbol\sigma\), where \(\Delta\) is a fixed splitting. When all moments point along \(z\), the two bands are

\[
\varepsilon_{k\uparrow}=-\frac{\Delta}{2}-2t\cos k,\qquad
\varepsilon_{k\downarrow}=+\frac{\Delta}{2}-2t\cos k ,
\]

with \(k\) in radians per site. Suppose that the majority band (↑) is filled up to \(k_F\) and that the Fermi energy \(E_F\) lies below the whole minority band (↓). This is a half-metal. The temperature is zero and spin–orbit coupling is absent.

Now tilt the moment on site 0 slightly towards \(x\). It can flip the spin of an occupied electron of energy \(E\). Away from site 0, the flipped amplitude \(\varphi_n\) obeys

\[
\left(E-\frac{\Delta}{2}\right)\varphi_n=-t(\varphi_{n+1}+\varphi_{n-1}).
\]

The trial form \(\varphi_n=e^{-\kappa |n|}\) solves this if \(\cosh\kappa=(\Delta/2-E)/2t\). Since \(E\) lies below the minority band, the right side exceeds 1 and \(\kappa\) is real. The flipped electron has no propagating state at its energy. To lowest order in the tilts, a second tilted moment at distance \(n\) notices the first by flipping this electron back, and the amplitude that arrives there carries the factor \(e^{-\kappa n}\). The exchange constants below describe this lowest order. Terms of higher order in the tilts, which unflipped majority electrons can also carry, are left out and need not decay exponentially.

## The coupling in the half-metal

Define the spin model by

\[
H=-\sum_{i\neq j}J_{ij}\,\mathbf e_i\cdot\mathbf e_j ,
\]

with every pair counted twice. For tilts \(u_0\) and \(u_n\) (the \(x\) components of the two unit vectors), the term containing both is \(-2J_nu_0u_n\). The \(z\) components change by \(-u^2/2\) each, so they produce no term of order \(u_0u_n\).

The electronic perturbation is \(-(\Delta/2)\sigma_x\) times the tilt on each of the two sites. Between a filled state \(k\uparrow\) and an empty state \(q\downarrow\) of a ring of \(N\) sites, its matrix element is \(-(\Delta/2N)\,[u_0+u_ne^{i(k-q)n}]\). The mixed part of its squared modulus is \((\Delta^2/4N^2)\,2u_0u_n\cos[(k-q)n]\). Second-order perturbation theory gives an energy with a minus sign and the denominator \(\varepsilon_{q\downarrow}-\varepsilon_{k\uparrow}\). Equating its mixed part to \(-2J_nu_0u_n\) and letting \(N\to\infty\),

\[
J_n=\frac{\Delta^2}{4}\int_{-k_F}^{k_F}\frac{dk}{2\pi}\int_{-\pi}^{\pi}\frac{dq}{2\pi}\,
\frac{\cos[(k-q)n]}{\Delta+2t\cos k-2t\cos q}.
\]

The denominator equals \(2t(\cosh\kappa-\cos q)\) with

\[
\cosh\kappa(k)=\frac{\Delta}{2t}+\cos k .
\]

To do the \(q\) integral, sum two geometric series:

\[
\sum_{m=-\infty}^{\infty}e^{-\kappa|m|}e^{iqm}
=\frac{1-e^{-2\kappa}}{1-2e^{-\kappa}\cos q+e^{-2\kappa}}
=\frac{\sinh\kappa}{\cosh\kappa-\cos q}.
\]

The \(n\)th Fourier coefficient of \(1/(\cosh\kappa-\cos q)\) is therefore \(e^{-\kappa n}/\sinh\kappa\) for \(n>0\). In \(\cos[(k-q)n]=\cos kn\cos qn+\sin kn\sin qn\) the second product is odd in \(q\) and drops out. The rest is even in \(k\), so

\[
J_n=\frac{\Delta^2}{8\pi t}\int_0^{k_F}dk\,\cos(kn)\,\frac{e^{-\kappa(k)n}}{\sinh\kappa(k)} .
\]

Every occupied state contributes, but not equally. Differentiating the relation for \(\cosh\kappa\) gives \(\kappa'(k)=-\sin k/\sinh\kappa<0\). The state at \(k_F\), closest to the minority band, has the slowest decay. The filling also stops abruptly there, so the oscillating contributions of neighbouring states do not cancel at this end. Together these two facts let a Fermi-surface quantity fix the range of a coupling built from the whole filled band. Slow decay alone would not be enough: in a completely filled band the ends \(k=\pm\pi\) join smoothly, their contributions cancel, and the coupling falls faster than its slowest state suggests.

To find the amplitude, write the integral as the real part of \(\int e^{nf}dk/\sinh\kappa\), with \(f=ik-\kappa\) and \(f'=i+\sin k/\sinh\kappa\). Integrating once by parts,

\[
\int_0^{k_F}\frac{e^{nf}}{\sinh\kappa}dk
=\left[\frac{e^{nf}}{n(\sin k+i\sinh\kappa)}\right]_0^{k_F}
-\frac1n\int_0^{k_F}e^{nf}\frac{d}{dk}\!\left(\frac{1}{\sin k+i\sinh\kappa}\right)dk .
\]

The lower limit is exponentially smaller than the upper one. The last integral is concentrated within a distance of order \(1/n\) of \(k_F\), so that term is smaller than the first by a factor of order \(1/n\). With \(\kappa\) now meaning \(\kappa(k_F)\),

\[
J_n\simeq\frac{\Delta^2}{8\pi t}\,\frac{e^{-\kappa n}}{n}\,
\frac{\sin(k_Fn+\phi)}{\sqrt{\sin^2k_F+\sinh^2\kappa}},\qquad
\tan\phi=\frac{\sin k_F}{\sinh\kappa}.
\]

The majority channel supplies the oscillation and the minority channel supplies the exponential.

The decay constant has a direct energetic meaning. Let \(g=\Delta/2-2t-E_F\) be the distance from the Fermi energy up to the minority band edge. Inserting \(E_F=-\Delta/2-2t\cos k_F\) gives \(g=\Delta-2t+2t\cos k_F\), and hence

\[
\cosh\kappa=1+\frac{g}{2t},\qquad \kappa\simeq\sqrt{g/t}\quad(g\ll t).
\]

It is the gap \(g\), and not \(\Delta\) by itself, that sets the range.

## Extracting the decay from the couplings

Take \(t=1\) eV, \(\Delta=1.5\) eV, \(k_F=\pi/4\) and a lattice constant of 0.25 nm. Then \(\cosh\kappa=0.75+0.7071=1.457\), so \(\kappa=0.923\) per site. The decay length is \(1/\kappa=1.08\) sites, or 0.271 nm. The gap is \(g=0.914\) eV; the small-gap estimate gives 0.956 per site, about 4% above the true \(\kappa\) even though \(g\) is not small.

The first couplings are 16.35, 3.57, 0.28, −0.20 and −0.12 meV. They were also found directly from the energy of a finite ring with two tilted moments, and the two sets agree to within 1% of the asymptotic envelope.

A straight-line fit to \(\ln|J_n|\) would be disturbed by the sine and by the factor \(1/n\). Both can be removed. Compare distances one oscillation period \(p\) apart, here \(p=2\pi/k_F=8\), where the sine takes the same value:

\[
\kappa_{\rm ext}=\frac1p\ln\frac{nJ_n}{(n+p)J_{n+p}} .
\]

For \(n=16\), the couplings are \(8.842\times10^{-7}\) and \(3.733\times10^{-10}\) meV. Their ratio is 2369; multiplied by \(16/24\) it is 1579, whose logarithm is 7.365. Division by 8 gives 0.9206 per site. Without the factor \(n\), the result is 0.9713, which exceeds the corrected value by \(\ln(24/16)/8=0.051\).

The small remaining error can be understood too. If the next correction multiplies the law by \(1+c/n\), with the same \(c\) at both distances, then

\[
\kappa_{\rm ext}-\kappa\simeq\frac1p\left(\frac cn-\frac c{n+p}\right)=\frac{c}{n(n+p)} .
\]

The error at \(n=16\) is −0.00245, which means \(c\approx-0.94\). A second integration by parts gives the large-\(n\) value \(c=-1.04\) for \(n\) a multiple of 8; \(c\) depends on the phase of the sine, which is why distances one period apart are compared. The amplitude is consistent with this size. At \(n=8\) the asymptotic law gives

\[
\frac{2.25}{8\pi}\times\frac{6.21\times10^{-4}}{8}\times\frac{0.555}{1.274}\ \text{eV}
=3.03\times10^{-3}\ \text{meV},
\]

while the computed coupling is \(2.70\times10^{-3}\) meV, lower by 11% of the asymptotic value, a little less than \(1.04/8=13\%\) because terms of order \(1/n^2\) still count at this distance. At \(n=80\) the extracted decay is 0.9229 per site.

Changing the splitting at fixed \(k_F\) tests the cause. For \(\Delta=0.8\), 3 and 6 eV, the extracted constants are 0.459, 1.429 and 1.985 per site, in agreement with the complex wave vector in each case. At \(\Delta=0.8\) eV the stiffness derived below is slightly negative, about −0.5 meV, so that collinear state serves only as a reference and is unstable against a long-wavelength spiral.

## The same law for any filling

When both channels may be occupied, Green functions keep track of the filled states. At zero temperature and fixed \(E_F\), the grand potential is \(\Omega=-\int^{E_F}N(E)\,dE\), where the number of states below \(E\) is, up to a constant, \(N=-(1/\pi)\,\mathrm{Im\,Tr}\ln(E+i0-H_{\rm el})\). Here \(H_{\rm el}\) is the electronic Hamiltonian. A perturbation \(V\) changes the logarithm by \(\ln(1-GV)=-GV-\tfrac12GVGV-\dots\), so the second-order change is

\[
\delta\Omega=-\frac1{2\pi}\,\mathrm{Im}\int^{E_F}\mathrm{Tr}\,(GVGV)\,dE .
\]

The two orderings of the tilted sites give equal traces, hence a factor 2. The spin trace gives \((\Delta^2/4)\cdot2G^\uparrow_nG^\downarrow_n\). Thus \(\delta\Omega=-(\Delta^2/2\pi)\,u_0u_n\,\mathrm{Im}\int G^\uparrow_nG^\downarrow_n\,dE\), and comparison with \(-2J_nu_0u_n\) yields

\[
J_n=\frac{\Delta^2}{4\pi}\,\mathrm{Im}\int_{-\infty}^{E_F}G^\uparrow_n(E)\,G^\downarrow_n(E)\,dE .
\]

For a band centred at \(\varepsilon_\sigma\), the Green function obeys \((E-\varepsilon_\sigma)G_n+t(G_{n+1}+G_{n-1})=\delta_{n0}\). Insert \(G_n=Ae^{ik|n|}\). The sites \(n\neq0\) require \(E-\varepsilon_\sigma=-2t\cos k\). Site 0 requires \(A(2te^{ik}-2t\cos k)=2itA\sin k=1\). Therefore

\[
G_n=\frac{e^{ik|n|}}{iv},\qquad v=2t\sin k=\frac{dE}{dk},
\]

where the retarded solution has \(\mathrm{Im}\,k>0\) for \(E\) in the upper half-plane. Below the band \(k=i\kappa\); above it \(k=\pi+i\kappa\).

The product \(G^\uparrow_nG^\downarrow_n\) is analytic in the upper half-plane and falls off at least as fast as \(|E|^{-4}\) for \(n\ge1\). The energy path can therefore be turned to run vertically from \(E_F\):

\[
J_n=-\frac{\Delta^2}{4\pi}\,\mathrm{Re}\int_0^\infty G^\uparrow_nG^\downarrow_n(E_F+iy)\,dy .
\]

On this path the exponentials are largest at \(y=0\). With \(k=k_1+i\kappa\), the relation \(E-\varepsilon_\sigma=-2t\cos k\) says that a curve of constant \(\kappa\) is an ellipse with semi-axes \(2t\cosh\kappa\) and \(2t\sinh\kappa\) and with its foci at the band edges. Moving straight up crosses to larger ellipses, so \(\kappa\) grows in both channels.

Near \(y=0\), \(k_\sigma(E_F+iy)\simeq k_\sigma+iy/v_\sigma\). The integral becomes elementary:

\[
\int_0^\infty G^\uparrow_nG^\downarrow_n\,dy\simeq
-\frac{e^{i(k_\uparrow+k_\downarrow)n}}{v_\uparrow v_\downarrow}
\int_0^\infty e^{-ny(1/v_\uparrow+1/v_\downarrow)}dy
=-\frac{e^{i(k_\uparrow+k_\downarrow)n}}{n(v_\uparrow+v_\downarrow)} .
\]

This gives the leading law for large \(n\),

\[
J_n\simeq\frac{\Delta^2}{4\pi n}\,\mathrm{Re}\,
\frac{e^{i(k_\uparrow+k_\downarrow)n}}{v_\uparrow+v_\downarrow}.
\]

It needs at least one real wave vector, so that the \(y\) integral converges at this order, and an \(E_F\) away from the band edges, where \(v\to0\) and the linear expansion fails. Setting \(k_\downarrow=i\kappa\) and \(v_\downarrow=2it\sinh\kappa\) recovers the half-metal result.

**Two real wave vectors.** If \(\Delta\) is reduced at fixed \(k_F\), the gap closes at \(\Delta=2t(1-\cos k_F)=0.586\) eV. At \(\Delta=0.4\) eV both channels conduct, with \(k_\downarrow=0.434\), and the coupling oscillates with \(k_\uparrow+k_\downarrow\) under a \(1/n\) envelope. At 24 sites its magnitude is 0.13 meV, against \(3.7\times10^{-10}\) meV in the half-metal. This collinear state is a reference for the comparison; its stability is not claimed.

**Majority band full.** If \(E_F\) lies above the majority band and inside the minority band, the complex wave vector belongs to the majority: \(k_\uparrow=\pi+i\kappa\). Exchanging electrons and holes, with an alternating sign on the sites, maps this case at Fermi energy \(-E_F\) onto the half-metal at \(E_F\), and the couplings are the same. Which spin is gapped does not matter. In a half-metal with a minority gap it is the minority; in a strong ferromagnet it is the majority of the d electrons.

## Both channels gapped

For \(\Delta>4t\) and \(E_F\) between the bands, both velocities are imaginary. The term linear in \(y\) then no longer makes the integrand decay, so the leading law does not apply. The Green functions are real in the gap, the imaginary part of the energy integral gains nothing there, and \(J_n\) cannot depend on where \(E_F\) is placed.

One may then start the vertical path wherever \(\kappa_\uparrow+\kappa_\downarrow\) is stationary. With \(\cosh\kappa_\uparrow=(\Delta/2+E)/2t\) and \(\cosh\kappa_\downarrow=(\Delta/2-E)/2t\), the condition is \(1/\sinh\kappa_\uparrow=1/\sinh\kappa_\downarrow\), or \(E=0\). The sum has a maximum there along the real axis and so a minimum along the vertical path. The integrand is a Gaussian in \(y\) of width proportional to \(1/\sqrt n\), and

\[
|J_n|\propto\frac{e^{-2\kappa_0n}}{\sqrt n},\qquad \cosh\kappa_0=\frac{\Delta}{4t}.
\]

For \(\Delta=6\) eV, \(2\kappa_0=1.925\) per site, and the computed couplings give the same rate to this accuracy. Their sign alternates as \((-1)^n\), with \(J_1=-126\) meV, so the ferromagnetic state is here only a reference and is not stable. A "Fermi wave vector" sets the range only if some channel has a Fermi point.

## What short range does to the stiffness

The energy of a long-wavelength spiral is governed by \(J(q)=\sum_{n\neq0}J_ne^{iqn}\). For small \(q\),

\[
J(0)-J(q)=2\sum_{n\ge1}J_n(1-\cos qn)\simeq q^2\sum_{n\ge1}n^2J_n .
\]

With exponential decay this sum converges rapidly. With a \(1/n\) tail its terms grow with \(n\), and the expansion cannot be made term by term.

In the half-metal the sum can be checked against the bands. Write \(e_k=-2t\cos k\). The double integral for \(J_n\) is the Fourier coefficient of

\[
j(q)=\frac{\Delta^2}{4}\int_{-k_F}^{k_F}\frac{dk}{2\pi}\,\frac1{\Delta+e_{k+q}-e_k},
\]

and \(J(0)-J(q)=j(0)-j(q)\), because the \(n=0\) term cancels. Put \(\delta=e_{k+q}-e_k\simeq vq+(t\cos k)q^2\) and use \(1/\Delta-1/(\Delta+\delta)\simeq\delta/\Delta^2-\delta^2/\Delta^3\). The term linear in \(q\) is odd in \(k\) and vanishes, leaving

\[
\sum_{n\ge1}n^2J_n=\frac14\int_{-k_F}^{k_F}\frac{dk}{2\pi}\left(t\cos k-\frac{v^2}{\Delta}\right)
=\frac1{4\pi}\left[t\sin k_F-\frac{4t^2}{\Delta}\left(\frac{k_F}2-\frac{\sin2k_F}4\right)\right].
\]

For the example this is \((0.7071-0.3805)/4\pi\) eV \(=26.0\) meV, equal to the sum over the computed couplings. The first five distances alone give 27.0 meV. The spiral energy is positive at every \(q\) tested, so this ferromagnet is stable against small spiral tilts. At \(k_F=\pi/4\) the bracket above turns negative for \(\Delta\) below about 0.81 eV, so a half-metal need not be stable.

## Strong ferromagnets with a conducting s band

A full majority d band does not by itself make the majority channel insulating. Let a broad s band cross \(E_F\) in both spins and hybridize with d through \(V\), while the splitting acts on d alone. Eliminating the s amplitude gives

\[
G^{dd}_\sigma(k,E)=\left[E-\varepsilon_{d\sigma}(k)-\frac{V^2}{E-\varepsilon_s(k)}\right]^{-1}.
\]

Its poles at \(E_F\) satisfy \((E_F-\varepsilon_{d\sigma})(E_F-\varepsilon_s)=V^2\), and for the majority one of them is now at a real \(k\). That state has the d weight \(w=V^2/[V^2+(E_F-\varepsilon_{d\uparrow})^2]\), which multiplies its part of the Green function. The endpoint argument then applies to every pair of real wave vectors, one from each spin, and gives a \(1/n\) tail, each pair's part being reduced by the d weights of its two states.

Take hoppings \(t_d=0.25\) and \(t_s=2\) eV, an s level at 1 eV, d levels at −1.5 eV (↑) and 0 (↓), \(E_F=0\) and \(V=0.4\) eV. Without hybridization \(\cosh\kappa=1.5/0.5=3\), so \(\kappa=1.763\) per site. With it, the majority has a Fermi point at \(k=1.293\), where \(\varepsilon_{d\uparrow}=-1.64\) eV and \(w\approx0.06\).

The nearest-neighbour coupling changes moderately, from 13.4 to 11.1 meV. At eight sites the change is drastic: \(4\times10^{-6}\) meV for d alone, 0.40 meV with the s band. The root-mean-square of \(nJ_n\) is 1.94 meV both for \(n=100\)–199 and for \(n=200\)–399, as a \(1/n\) tail requires. In this example the s band already dominates at the fourth neighbour, where it raises the coupling from 0.009 to 0.24 meV, although the leading \(1/n\) law is not yet accurate at that distance.

The exponential law therefore belongs to a spin channel in which no Fermi point has weight on the split orbital; an s band that does not hybridize (\(V=0\)) crosses \(E_F\) in both spins and leaves the law intact. In the strong ferromagnet above it holds for the d chain alone. Hybridization with the s band adds a tail whose size depends on the d weights and velocities at the Fermi points. These statements concern a chain with fixed \(\Delta\); in three dimensions the powers of distance need their own derivation. The computed values are collected in the numerical output.

## Numbers as computed

```
hopping t = 1.00 eV, splitting = 1.50 eV, a = 0.25 nm
majority k_F = 0.7854 rad/site, E_F = -2.1642 eV
distance from E_F to minority band edge g = 0.9142 eV
critical splitting for the half-metal = 0.5858 eV
kappa from complex k = 0.92303 per site
small-gap estimate sqrt(g/t) = 0.95615 per site
decay length 1/kappa = 1.0834 sites = 0.2708 nm
J_1: tilted ring 16.3518 meV, contour 16.3505 meV
J_2: tilted ring 3.5674 meV, contour 3.5655 meV
J_3: tilted ring 0.2820 meV, contour 0.2809 meV
J_4: tilted ring -0.1960 meV, contour -0.1963 meV
J_5: tilted ring -0.1188 meV, contour -0.1188 meV
kappa extracted, zone integral, n=16,24: 0.92058 per site
n=8,16: extracted kappa 0.91614, without factor n 1.00279 per site
n=16,24: extracted kappa 0.92058, without factor n 0.97126 per site
n=32,40: extracted kappa 0.92226, without factor n 0.95015 per site
n=80,88: extracted kappa 0.92288, without factor n 0.93480 per site
splitting 0.8 eV: extracted 0.4586, complex k 0.4588 per site
splitting 3.0 eV: extracted 1.4290, complex k 1.4290 per site
splitting 6.0 eV: extracted 1.9847, complex k 1.9847 per site
half-metal: law off by 0.00767 (n~100), 0.00388 (n~200) of envelope
both metallic: law off by 0.00688 (n~100), 0.00357 (n~200) of envelope
majority full: law off by 0.00767 (n~100), 0.00388 (n~200) of envelope
both metallic: splitting 0.4 eV, minority k_F = 0.4344 rad/site
J_8: half-metal 2.695e-03 meV, both metallic -6.739e-01 meV
J_16: half-metal 8.842e-07 meV, both metallic 2.854e-01 meV
J_24: half-metal 3.733e-10 meV, both metallic -1.325e-01 meV
sum n^2 J_n = 25.9881 meV, from bands 25.9881 meV
J(0)-J(q) at q=pi: 66.045 meV; positive at all q tested
both gapped, splitting 6.0 eV: extracted rate 1.9247, saddle 1.9248 per site
s-d chain: t_d=0.25, t_s=2.00, e_s=1.00, V=0.40 eV
s-d chain: d levels -1.50 (up), 0.00 (down), E_F=0.00 eV
d only: extracted kappa 1.7628, complex k 1.7627 per site
with s band: real majority k_F = 1.2928 rad/site
J_1: d only 1.337e+01 meV, with s band 1.106e+01 meV
J_4: d only 9.401e-03 meV, with s band 2.422e-01 meV
J_8: d only 3.944e-06 meV, with s band 3.962e-01 meV
J_12: d only 2.243e-09 meV, with s band -5.093e-02 meV
with s band, rms of n*J_n: 1.942e+00 meV (n=100-199), 1.936e+00 meV (n=200-399)
```
